# The SCAN iso-orbital indicator for hydrogen and the uniform electron gas

## Problem

The SCAN density functional uses, besides the electron density and its gradient, a dimensionless local quantity called the iso-orbital indicator,

$$\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}} .$$

In Hartree atomic units its three ingredients are

$$\tau=\frac12\sum_i|\nabla\psi_i|^2,\qquad \tau_W=\frac{|\nabla n|^2}{8n},$$

$$\tau_{\rm unif}=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}d_s(\zeta),\qquad d_s=\frac{(1+\zeta)^{5/3}+(1-\zeta)^{5/3}}{2}.$$

The sum runs over occupied Kohn–Sham spin orbitals, $n=\sum_i|\psi_i|^2$ is the density, and $\zeta=(n_\uparrow-n_\downarrow)/n$ is the spin polarization. All three kinetic energy densities are in hartree/bohr³.

Find $\alpha$ for

1. the ground state of the hydrogen atom, at any distance $r$ from the nucleus;
2. the infinite uniform electron gas, at any density and spin polarization. Its Kohn–Sham state is taken to be the usual one, in which plane waves fill a Fermi sphere for each spin.

State which property of the orbitals fixes each answer, and what SCAN exchange does with it.

## First estimate by scaling

**A bound.** Let $\mathbf e$ be the unit vector along $\nabla n$. Differentiating $n=\sum_i\psi_i^*\psi_i$ gives

$$|\nabla n|=2\,{\rm Re}\sum_i\psi_i^*\,(\mathbf e\cdot\nabla\psi_i).$$

The Cauchy–Schwarz inequality for the sum over $i$, followed by $|\mathbf e\cdot\nabla\psi_i|\le|\nabla\psi_i|$, yields

$$|\nabla n|\le 2\sqrt{n}\,\Big(\sum_i|\nabla\psi_i|^2\Big)^{1/2}=2\sqrt{n}\,\sqrt{2\tau}.$$

Squaring and dividing by $8n$ gives $\tau_W\le\tau$. Since $\tau_W\ge0$ as well,

$$0\le\alpha\le\frac{\tau}{\tau_{\rm unif}} .$$

**Hydrogen.** The atom has one length, the bohr. Near $r=1$ the orbital changes by a factor of order one over that length, so $\tau$ and $\tau_W$ are both of order $n$. The density is there of order one inverse cubic length, up to numerical factors, so $\tau_{\rm unif}\sim n^{5/3}$ is of the same general size. Scaling therefore says that $\alpha$ is at most of order one near $r=1$. It cannot say more, because the numerator is a difference of two quantities that scale alike.

**Uniform gas.** The density has no gradient, so $\tau_W=0$. The one length available is the electron spacing. For the unpolarized gas, give each electron a cell shared with one electron of opposite spin, of side $\ell=(2/n)^{1/3}$. Assign it the wave number $\pi/\ell$ of a half-wave fitting into the cell. Then

$$\tau\approx n\,\frac{\pi^2}{2\ell^2}=\frac{\pi^2}{2}\,\frac{n^{5/3}}{2^{2/3}} .$$

Dividing by $\tau_{\rm unif}$ with $d_s=1$,

$$\alpha\approx\frac{\pi^2/2}{\tfrac{3}{10}\,(6\pi^2)^{2/3}}=\frac53\left(\frac{\pi}{6}\right)^{2/3}\approx1.08 .$$

The density has cancelled, as it must when there is a single length. The number depends on the crude choice of wave number.

## Exact solution: hydrogen

The ground-state orbital and density are

$$\psi=\frac{e^{-r}}{\sqrt\pi},\qquad n=\psi^2=\frac{e^{-2r}}{\pi}.$$

For $r>0$ the gradient is radial and $d\psi/dr=-\psi$. Hence $|\nabla\psi|^2=\psi^2=n$, and

$$\tau=\frac n2 .$$

The density obeys $dn/dr=-2n$, so

$$\tau_W=\frac{(2n)^2}{8n}=\frac n2 .$$

The numerator vanishes. The denominator is positive because $n>0$; here $\zeta=1$ and $d_s=2^{2/3}$. Therefore

$$\boxed{\alpha_{\rm H}=0\quad\text{at every finite } r>0.}$$

At the nucleus the cusp leaves the direction of the gradient undefined, but $|\nabla\psi|^2$ and $n$ have finite limits, so $\alpha\to0$ there too.

**Why it vanishes.** The exponential form is not essential. For any single real orbital, $n=\psi^2$ and $\nabla n=2\psi\nabla\psi$, so wherever $n>0$

$$\tau_W=\frac{4\psi^2|\nabla\psi|^2}{8\psi^2}=\frac12|\nabla\psi|^2=\tau .$$

If one real spatial orbital $\phi$ holds two electrons of opposite spin, then $n=2\phi^2$ and $\tau=|\nabla\phi|^2$. Also $\tau_W=(4\phi|\nabla\phi|)^2/(16\phi^2)=|\nabla\phi|^2$, and $\alpha$ is again zero.

**Two orbitals.** Let two real orbitals $\phi_1,\phi_2$ of the same spin be occupied, so that $n=\phi_1^2+\phi_2^2$. Since $\nabla n=2(\phi_1\nabla\phi_1+\phi_2\nabla\phi_2)$,

$$\tau-\tau_W=\frac{(\phi_1^2+\phi_2^2)(|\nabla\phi_1|^2+|\nabla\phi_2|^2)-|\phi_1\nabla\phi_1+\phi_2\nabla\phi_2|^2}{2n}.$$

On expansion the terms $\phi_1^2|\nabla\phi_1|^2$ and $\phi_2^2|\nabla\phi_2|^2$ cancel. What remains is a perfect square:

$$\tau-\tau_W=\frac{|\phi_1\nabla\phi_2-\phi_2\nabla\phi_1|^2}{2n}.$$

This vanishes where one orbital and its gradient vanish. It is positive where both orbitals are present and their ratio varies in space. In this sense the numerator of $\alpha$ detects orbital overlap. The size of $\alpha$ does not measure the amount of overlap: take a tail with $\phi_1\propto e^{-\kappa_1r}$ and $\phi_2\propto e^{-\kappa_2r}$, $\kappa_2>\kappa_1$, where $\phi_1$ holds nearly all the density. The numerator then tends to $\tfrac12(\kappa_2-\kappa_1)^2\phi_2^2$ and $\tau_{\rm unif}$ is proportional to $|\phi_1|^{10/3}$, so $\alpha\propto e^{(10\kappa_1/3-2\kappa_2)r}$. It grows without limit if $\kappa_2<5\kappa_1/3$ and goes to zero if $\kappa_2>5\kappa_1/3$. The hydrogen 1s and 2s orbitals occupied with the same spin belong to the second case: $\alpha$ is $1.0\times10^{-3}$ at 10 bohr and $2\times10^{-6}$ at 20 bohr.

**A single orbital that carries current.** Reality, up to a constant phase, is a needed condition. Write $\psi=\sqrt n\,e^{iS}$ with real $S$. Then $\nabla\psi=(\nabla\sqrt n+i\sqrt n\,\nabla S)e^{iS}$, and

$$\tau=\frac12|\nabla\sqrt n|^2+\frac n2|\nabla S|^2=\tau_W+\frac n2|\nabla S|^2 .$$

The hydrogen 2p orbital with $m=1$ has $S$ equal to the azimuthal angle, so $|\nabla S|^2=1/(x^2+y^2)$. At $x=2$ bohr, $y=z=0$, the excess is $n/8$ and $\alpha=1.417$, although only one electron is present.

## Exact solution: the uniform gas

Take normalized plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ in a large volume $V$. Each contributes the constant density $1/V$, so $\nabla n=0$ and $\tau_W=0$. Each contributes $k^2/(2V)$ to $\tau$. For one spin $\sigma$, states have density $V/(2\pi)^3$ in wave-vector space and are filled up to $k_\sigma$. As $V\to\infty$ the sums become

$$n_\sigma=\int_0^{k_\sigma}\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k_\sigma^3}{6\pi^2},\qquad
\tau_\sigma=\frac12\int_0^{k_\sigma}\frac{4\pi k^4\,dk}{(2\pi)^3}=\frac{k_\sigma^5}{20\pi^2}.$$

The ratio $\tau_\sigma/n_\sigma$ is $\tfrac{3}{10}k_\sigma^2$, and the first relation gives $k_\sigma^2=(6\pi^2n_\sigma)^{2/3}$. Thus

$$\tau_\sigma=\frac{3}{10}(6\pi^2)^{2/3}n_\sigma^{5/3}.$$

Insert $n_{\uparrow,\downarrow}=(1\pm\zeta)n/2$ and add the spins:

$$\tau=\frac{3}{10}(6\pi^2)^{2/3}\left(\frac n2\right)^{5/3}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right].$$

Since $(6\pi^2)^{2/3}=2^{2/3}(3\pi^2)^{2/3}$, the powers of two combine to $2^{2/3}/2^{5/3}=1/2$. This is the factor in the definition of $d_s$, so $\tau=\tau_{\rm unif}$ and

$$\boxed{\alpha_{\rm gas}=1\quad\text{for every } n>0 \text{ and every } \zeta.}$$

The denominator was chosen to make this so; the calculation confirms that its coefficient and spin factor are the right ones. The result concerns the non-interacting Kohn–Sham kinetic energy density. The interacting gas has an additional kinetic contribution from correlation, which does not enter $\alpha$.

## Numbers for both systems

For hydrogen at $r=1$ bohr, $n=e^{-2}/\pi=0.04308$ bohr⁻³. Finite differences of the orbital give $\tau=0.02154$, and separate finite differences of the density give $\tau_W=0.02154$, while $\tau_{\rm unif}=0.02413$ hartree/bohr³. At $r=0.5$, 1, 2 and 4 bohr the resulting $|\alpha|$ is below $10^{-8}$.

For the gas take the round value $r_s=2$ bohr, where $r_s$ is the radius of a sphere holding one electron on average. Then

$$n=\frac{3}{4\pi r_s^3}=0.02984\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=0.9596\ \text{bohr}^{-1}.$$

For $\zeta=0$,

$$\tau=\frac{3}{10}(0.9596)^2(0.02984)=0.00824\ \text{hartree/bohr}^3 .$$

At the same total density, $\tau$ rises to 0.00940 for $\zeta=0.5$ and 0.01309 for $\zeta=1$. With $d_s$ in the denominator, $\alpha=1$ in all three cases. Without it the ratio would be 1.140 at $\zeta=0.5$ and $2^{2/3}=1.587$ at $\zeta=1$. The fully polarized gas and the hydrogen atom share $\zeta=1$ yet have different $\alpha$, so polarization alone does not produce the zero.

**A finite box joins the two limits.** Put electrons in pairs into the lowest plane waves of a periodic cube of side $L$. Both $\tau$ and $\tau_{\rm unif}$ scale as $L^{-5}$ at fixed electron number, so $\alpha$ does not depend on $L$. Two electrons occupy the constant orbital: $\tau=\tau_W=0$, and $\alpha=0$. With 14 electrons, twelve have $k=2\pi/L$, so

$$\alpha=\frac{\tfrac12\cdot12\,(2\pi)^2}{\tfrac{3}{10}(3\pi^2)^{2/3}\,14^{5/3}}=1.014 .$$

Closed shells with 1030 and 226162 electrons give 1.0013 and 1.000006. The approach is not monotonic: closed shells fall on both sides of one, for example 0.960 with 38 electrons, 1.016 with 114 and 0.977 with 162. The density is uniform in every one of these boxes, including the one with $\alpha=0$. Uniform density is therefore not enough for $\alpha=1$; in these boxes the value one is approached as many plane waves fill a Fermi sphere.

## Comparison of estimate and solution

For the gas, the scaling estimate has the correct independence of density, and its value of 1.08 is about 8% above the exact one. The error comes from replacing the Fermi-sphere average of $k^2$ by one chosen wave number. That it is so small is luck: a half-wave along each of the three axes of the cell would have $k^2=3\pi^2/\ell^2$ and give three times the value.

For hydrogen, scaling gives the size of each term but misses their cancellation. The size follows from $\tau_W=n/2$ and $d_s=2^{2/3}$:

$$\frac{\tau_W}{\tau_{\rm unif}}=\frac{n/2}{\tfrac{3}{10}(6\pi^2)^{2/3}n^{5/3}}
=\frac53(6\pi^2)^{-2/3}n^{-2/3}.$$

Using $n^{-2/3}=\pi^{2/3}e^{4r/3}$,

$$\frac{\tau_W}{\tau_{\rm unif}}=\frac{5}{3(6\pi)^{2/3}}e^{4r/3}=0.2353\,e^{4r/3}.$$

This is 0.893 at $r=1$ bohr, in line with the estimate of order one, but 48.7 at 4 bohr and about $1.01\times10^4$ at 8 bohr. In the tail the zero is a difference of two large ratios. If $\tau$ carries a relative error $\varepsilon$ while $\tau_W$ is exact, the computed indicator is

$$\alpha_{\rm computed}=\varepsilon\,\frac{\tau}{\tau_{\rm unif}} .$$

With $\varepsilon=10^{-4}$ this is $8.9\times10^{-5}$ at 1 bohr but 1.01 at 8 bohr, where $\alpha$ alone would no longer tell the atom's tail from a uniform gas. The dimensionless reduced gradient $s=|\nabla n|/[2(3\pi^2)^{1/3}n^{4/3}]$, which SCAN also uses, still does: it is about 98 at 8 bohr (about 78 when built from the doubled spin density, as SCAN exchange does for the polarized atom) and zero in the gas. The density there is very small, which limits the weight of such an error in an energy integral.

**The form of $\tau$ matters.** The expression $-\tfrac12\psi\nabla^2\psi$ gives the same total kinetic energy but not the same local values. For $e^{-r}$ the radial Laplacian is

$$\nabla^2e^{-r}=\left(\frac{d^2}{dr^2}+\frac2r\frac{d}{dr}\right)e^{-r}=\left(1-\frac2r\right)e^{-r},$$

so this form equals $(1/r-1/2)n$. Both forms integrate to 0.5 hartree. At $r=2$ bohr, however, the Laplacian form is zero, and using it would give $\alpha=-(n/2)/\tau_{\rm unif}=-3.387$. The bound $\alpha\ge0$ and the single-orbital zero belong to the gradient form.

## What SCAN exchange does with the result

The exact exchange energy of hydrogen cancels the repulsion of the electron's density with itself. The charge inside radius $r$ is

$$Q(r)=\int_0^r4q^2e^{-2q}\,dq=1-e^{-2r}(1+2r+2r^2).$$

Building the density shell by shell counts each pair of charge elements once, and gives the repulsion

$$U=\int_0^\infty4\pi r\,n\,Q\,dr=\int_0^\infty4re^{-2r}Q\,dr .$$

With $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$,

$$U=4\left[\frac14-\left(\frac1{16}+\frac1{16}+\frac3{64}\right)\right]=1-\frac{11}{16}=\frac5{16}.$$

Thus $E_x=-5/16=-0.31250$ hartree. SCAN evaluated on the exact density with $\alpha=0$ also gives $-0.31250$ hartree. This agreement is not an independent success, because the hydrogen exchange energy was used in fixing SCAN's parameters.

SCAN exchange has one form at $\alpha=0$ and another at $\alpha=1$, and uses the local value of $\alpha$ to interpolate between them for $0<\alpha<1$ and to extrapolate for $\alpha>1$. In a spin-polarized system it does this for each spin separately, with an indicator built from the density and orbitals of that spin, not with the total $\alpha$ defined above. In the two systems solved here the indicator of every occupied spin equals the total one. The effect of $\alpha$ on the energy shows when the hydrogen density and its gradient are held fixed and $\tau$ is raised until $\alpha=1$ everywhere. The SCAN exchange energy then becomes $-0.27662$ hartree, smaller in magnitude by 0.0359 hartree, or 11% of the exact value. For the unpolarized gas at $r_s=2$ bohr, with $\alpha=1$ and no gradient, SCAN returns $-0.22908$ hartree per electron. This is the local-density value $-\tfrac34(3n/\pi)^{1/3}$.

In a system with several overlapping orbitals and a non-uniform density, $\alpha$ varies from point to point and must be computed from the orbitals. The two cases solved here fix reference points for $\alpha$, not the accuracy of SCAN for such a system.

## Numbers as computed

```
HYDROGEN GROUND STATE (finite differences, atomic units)
r = 0.5 bohr: n = 1.1710e-01, tau = 5.8550e-02, tau_W = 5.8550e-02
   tau_unif = 1.2775e-01, |alpha| below 1e-8: True
r = 1.0 bohr: n = 4.3079e-02, tau = 2.1539e-02, tau_W = 2.1539e-02
   tau_unif = 2.4128e-02, |alpha| below 1e-8: True
r = 2.0 bohr: n = 5.8300e-03, tau = 2.9150e-03, tau_W = 2.9150e-03
   tau_unif = 8.6075e-04, |alpha| below 1e-8: True
r = 4.0 bohr: n = 1.0678e-04, tau = 5.3391e-05, tau_W = 5.3391e-05
   tau_unif = 1.0954e-06, |alpha| below 1e-8: True
prefactor of exp(4r/3) in tau_W/tau_unif = 0.2353
r = 1.0 bohr: tau_W/tau_unif = 0.8927; alpha if tau is 0.01 % too large = 8.93e-05
r = 4.0 bohr: tau_W/tau_unif = 48.74; alpha if tau is 0.01 % too large = 0.00487
r = 8.0 bohr: tau_W/tau_unif = 1.01e+04; alpha if tau is 0.01 % too large = 1.01
kinetic energy from either form = 0.5000 hartree
alpha at r = 2 bohr with Laplacian form = -3.387
2p, m = 1 orbital at x = 2 bohr, y = z = 0: alpha = 1.417
UNIFORM ELECTRON GAS (atomic units)
r_s = 2.0 bohr, n = 0.02984 bohr^-3, k_F (zeta = 0) = 0.9596 bohr^-1
zeta = 0.0: tau = 0.008243 hartree/bohr^3, alpha = 1.000000, without d_s = 1.0000
zeta = 0.5: tau = 0.009400 hartree/bohr^3, alpha = 1.000000, without d_s = 1.1403
zeta = 1.0: tau = 0.013086 hartree/bohr^3, alpha = 1.000000, without d_s = 1.5874
PERIODIC BOX, unpolarized closed shells
2 electrons: alpha = 0.000000
14 electrons: alpha = 1.014446
1030 electrons: alpha = 1.001284
226162 electrons: alpha = 1.000006
SCAN EXCHANGE
hydrogen, exact exchange = -0.31250 hartree
hydrogen density, SCAN with alpha = 0: -0.31250 hartree
hydrogen density, alpha forced to 1: -0.27662 hartree
uniform gas, SCAN exchange = -0.229083 hartree per electron
uniform gas, local formula = -0.229083 hartree per electron
```
